# Ghost bands and the variational principle: count from the core: a program that tests the result

```python
"""
RESULT UNDER TEST: the n-th Ritz value of an LAPW basis bounds the n-th exact
level counted from the CORE level of the same symmetry. A ghost between core
and valence is thus an upper bound to the core level, not a violation.

Model (hartree atomic units, s channel, chi = r*psi): potential -V0 for r < R,
zero for R < r < S. Cell condition 'bottom': psi'(S) = 0; 'top': psi(S) = 0.
u = normalized sphere solution at energy parameter E_l, udot = du/dE.
p = squared norm of the projection of the core state on the trial space.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R, S, V0 = 2.0, 3.0, 3.0
E_L, E_LO, N_MAIN = -0.5, -2.2, 8

# Gauss-Legendre points on the sphere and on the interstitial shell
x, wx = np.polynomial.legendre.leggauss(120)
r = np.concatenate([R * (x + 1) / 2, R + (S - R) * (x + 1) / 2])
w = np.concatenate([R * wx / 2, (S - R) * wx / 2])
sw = np.sqrt(w)
inside = r < R
potential = np.where(inside, -V0, 0.0)


def sphere_u(E, rr):
    """Normalized sphere solution: value and slope."""
    q = np.sqrt(2 * (E + V0))
    A = (R / 2 - np.sin(2 * q * R) / (4 * q)) ** -0.5
    return A * np.sin(q * rr), A * q * np.cos(q * rr)


def sphere_udot(E, rr):
    """Energy derivative of the normalized solution: value and slope."""
    q = np.sqrt(2 * (E + V0))
    n = R / 2 - np.sin(2 * q * R) / (4 * q)
    dn = -R * np.cos(2 * q * R) / (2 * q) + np.sin(2 * q * R) / (4 * q**2)
    A, dA = n**-0.5, -0.5 * n**-1.5 * dn
    s, c = np.sin(q * rr), np.cos(q * rr)
    return (dA * s + A * rr * c) / q, (dA * q * c + A * (c - q * rr * s)) / q


def outer_solution(E, rr):
    """Exact solution regular at r = 0, continued into the shell."""
    q, k = np.sqrt(2 * (E + V0)), np.sqrt(2 * E + 0j)
    f, g = np.sin(q * R) / q, np.cos(q * R)
    d = rr - R
    val = f * np.cos(k * d) + g * np.sin(k * d) / k
    slope = -f * k * np.sin(k * d) + g * np.cos(k * d)
    return np.real(val), np.real(slope)


def exact_levels(edge):
    def mismatch(E):
        val, slope = outer_solution(E, S)
        return float(S * slope - val if edge == "bottom" else val)
    grid = np.linspace(-V0 + 1.234e-4, 80.0, 8302)
    f = np.array([mismatch(E) for E in grid])
    return np.array([brentq(mismatch, grid[i], grid[i + 1], xtol=1e-13)
                     for i in range(len(grid) - 1) if f[i] * f[i + 1] < 0])


def exact_state(E):
    """Normalized exact state on the grid, and its value and slope at R."""
    q = np.sqrt(2 * (E + V0))
    vo, so = outer_solution(E, r)
    val = np.where(inside, np.sin(q * r) / q, vo)
    slope = np.where(inside, np.cos(q * r), so)
    norm = np.sqrt(np.sum(w * val**2))
    return (val / norm, slope / norm,
            np.sin(q * R) / q / norm, np.cos(q * R) / norm)


def cell_waves(count, edge):
    """Wave numbers of free s waves that obey the cell condition."""
    if edge == "top":
        return [n * np.pi / S for n in range(1, count + 1)]
    g = lambda y: np.sin(y) - y * np.cos(y)
    return [0.0] + [brentq(g, n * np.pi, (n + 0.5) * np.pi) / S
                    for n in range(1, count)]


def wave(K, rr):
    if K == 0.0:
        return rr * 1.0, rr * 0.0 + 1.0
    return np.sin(K * rr), K * np.cos(K * rr)


def lapw(E_l, count, edge="bottom", E_lo=None):
    """Columns of values and slopes; optional local orbital is the last."""
    u, du = sphere_u(E_l, r)
    t, dt = sphere_udot(E_l, r)
    match = np.array([sphere_u(E_l, R), sphere_udot(E_l, R)]).T
    vals, slopes = [], []
    for K in cell_waves(count, edge):
        a, b = np.linalg.solve(match, np.array(wave(K, R)))
        v, s = wave(K, r)
        vals.append(np.where(inside, a * u + b * t, v))
        slopes.append(np.where(inside, a * du + b * dt, s))
    if E_lo is not None:
        a, b = np.linalg.solve(match, -np.array(sphere_u(E_lo, R)))
        v, s = sphere_u(E_lo, r)
        vals.append(np.where(inside, v + a * u + b * t, 0.0))
        slopes.append(np.where(inside, s + a * du + b * dt, 0.0))
    return np.array(vals).T, np.array(slopes).T


def ritz(vals, slopes):
    """Ritz values, weighted Ritz states, weighted orthonormal basis."""
    Q, T = np.linalg.qr(sw[:, None] * vals)
    grad = sw[:, None] * (slopes - vals / r[:, None])
    G = np.linalg.solve(T.T, grad.T).T
    H = 0.5 * G.T @ G + Q.T @ (potential[:, None] * Q)
    e, c = np.linalg.eigh((H + H.T) / 2)
    return e, Q @ c, Q


# exact levels, checked with a large unaugmented basis
exact = {edge: exact_levels(edge) for edge in ("bottom", "top")}
for edge in exact:
    cols = [wave(K, r) for K in cell_waves(40, edge)]
    big = ritz(np.array([c[0] for c in cols]).T,
               np.array([c[1] for c in cols]).T)[0]
    diff = big[:4] - exact[edge][:4]
    assert np.all(diff > -1e-8) and np.all(diff < 2e-3)
E = exact["bottom"]
E1, E2 = E[0], E[1]
core, dcore, core_R, dcore_R = exact_state(E1)
core_outside = np.sum((w * core**2)[~inside])

# energy derivative and the two overlap identities
h = 1e-4
fd = (sphere_u(E_L + h, r)[0] - sphere_u(E_L - h, r)[0]) / (2 * h)
assert np.max(np.abs(fd - sphere_udot(E_L, r)[0])[inside]) < 1e-6
ov_u = np.sum((w * core * sphere_u(E_L, r)[0])[inside])
ov_t = np.sum((w * core * sphere_udot(E_L, r)[0])[inside])
uR, duR = sphere_u(E_L, R)
tR, dtR = sphere_udot(E_L, R)
surf_u = -0.5 * (core_R * duR - dcore_R * uR)
surf_t = -0.5 * (core_R * dtR - dcore_R * tR)
assert abs((E_L - E1) * ov_u - surf_u) < 1e-9
assert abs(ov_u + (E_L - E1) * ov_t - surf_t) < 1e-9

# main run: correct count holds, count from the valence bottom fails
vals, slopes = lapw(E_L, N_MAIN)
e, states, Q = ritz(vals, slopes)
assert np.all(e >= E[:N_MAIN] - 1e-7)
assert E1 + 0.1 < e[0] < E2 - 0.1
weight = (states[:, 0] @ (sw * core)) ** 2
weight_min = (E2 - e[0]) / (E2 - E1)
assert weight >= weight_min - 1e-8

# exact orthogonality to the core restores the valence bound
overlap = (w * core) @ vals
e_proj = ritz(vals - np.outer(core, overlap),
              slopes - np.outer(dcore, overlap))[0]
assert np.all(e_proj >= E[1:N_MAIN + 1] - 1e-7)

# local orbital: interlacing, and both levels recovered
e_lo = ritz(*lapw(E_L, N_MAIN, E_lo=E_LO))[0]
assert np.all(e_lo[:-1] <= e + 1e-7) and np.all(e <= e_lo[1:] + 1e-7)
assert np.all(e_lo >= E[:N_MAIN + 1] - 1e-7)
assert abs(e_lo[0] - E1) < 0.02 and abs(e_lo[1] - E2) < 0.02

# sensitivity to the energy parameter
ghost_shift = (ritz(*lapw(-0.4, N_MAIN))[0][0]
               - ritz(*lapw(-0.6, N_MAIN))[0][0])
lo_shift = (ritz(*lapw(-0.4, N_MAIN, E_lo=E_LO))[0][:2]
            - ritz(*lapw(-0.6, N_MAIN, E_lo=E_LO))[0][:2])
assert abs(ghost_shift) > 10 * np.max(np.abs(lo_shift))

# a real violation: cut-off constant with its surface kinetic energy dropped
cut = np.where(inside, r, 0.0)[:, None]
e_bad = ritz(cut, cut / r[:, None])[0][0]
assert e_bad < E1 - 0.1

print(f"R = {R} bohr, S = {S} bohr, V0 = {V0} hartree")
print(f"E_l = {E_L} hartree, E_lo = {E_LO} hartree, N = {N_MAIN}")
print("Exact levels 1-4, bottom (hartree):", np.round(E[:4], 5))
print("Exact levels 1-4, top (hartree):", np.round(exact["top"][:4], 5))
print(f"Core weight outside sphere: {core_outside:.4f}")
print(f"Core chi(R) = {core_R:.5f} bohr^-1/2")
print(f"Core chi'(R) = {dcore_R:.5f} bohr^-3/2")
print(f"<core|u> in sphere: {ov_u:.5f}")
print(f"<core|udot> in sphere: {ov_t:.5f} hartree^-1")
print("LAPW Ritz values 1-4 (hartree):", np.round(e[:4], 5))
print(f"Ghost: {e[0]:.5f} hartree = {e[0] * HARTREE_EV:.3f} eV")
print(f"Ghost above core level: {e[0] - E1:.5f} hartree")
print(f"Ghost below valence bottom: {E2 - e[0]:.5f} hartree")
print(f"Ghost core weight: {weight:.4f}, minimum: {weight_min:.4f}")
print("Core projected out, 1-3 (hartree):", np.round(e_proj[:3], 5))
print("With local orbital, 1-4 (hartree):", np.round(e_lo[:4], 5))
print(f"Local orbital error, core: {e_lo[0] - E1:.2e} hartree")
print(f"Local orbital error, valence: {e_lo[1] - E2:.2e} hartree")
print("Shifts for E_l from -0.6 to -0.4 hartree:")
print(f"  ghost: {ghost_shift:.5f} hartree")
print(f"  core with local orbital: {lo_shift[0]:.2e} hartree")
print(f"  valence with local orbital: {lo_shift[1]:.2e} hartree")
print(f"Faulty discontinuous trial: {e_bad:.5f} hartree")

print("Basis size N, Ritz values 1, 2 (hartree):")
previous = None
for count in (4, 6, 8, 10):
    en = ritz(*lapw(E_L, count))[0]
    assert np.all(en >= E[:count] - 1e-7)
    if previous is not None:
        assert np.all(en[:len(previous)] <= previous + 1e-7)
    previous = en
    print(f"  {count:2d}  {en[0]:.5f}  {en[1]:.5f}")

print("E_l, Ritz 1, 2, 3, floor for Ritz 1 (hartree); p:")
for El in (-2.0, -1.5, -1.0, -0.5, -0.2, 0.2):
    en, _, Qn = ritz(*lapw(El, N_MAIN))
    p = np.sum((Qn.T @ (sw * core)) ** 2)
    floor = E2 - p * (E2 - E1)
    assert np.all(en >= E[:N_MAIN] - 1e-7) and en[0] >= floor - 1e-7
    print(f"  {El:4.1f} {en[0]:9.5f} {en[1]:9.5f} {en[2]:9.5f}"
          f" {floor:9.5f}; {p:.4f}")

e_top = ritz(*lapw(E_L, N_MAIN, "top"))[0]
assert np.all(e_top >= exact["top"][:N_MAIN] - 1e-7)
print("Top edge, Ritz 1-3 (hartree):", np.round(e_top[:3], 5))
print(f"Ghost top minus bottom: {e_top[0] - e[0]:.5f} hartree")
print(f"Exact core width: {exact['top'][0] - E1:.5f} hartree")
print(f"Exact valence width: {exact['top'][1] - E2:.5f} hartree")
print("ALL CHECKS PASSED")
```

Output:

```
R = 2.0 bohr, S = 3.0 bohr, V0 = 3.0 hartree
E_l = -0.5 hartree, E_lo = -2.2 hartree, N = 8
Exact levels 1-4, bottom (hartree): [-2.17432 -0.20453  1.29343  4.67346]
Exact levels 1-4, top (hartree): [-2.15701  0.18299  3.21363  6.71829]
Core weight outside sphere: 0.0637
Core chi(R) = 0.48241 bohr^-1/2
Core chi'(R) = -0.96400 bohr^-3/2
<core|u> in sphere: 0.36584
<core|udot> in sphere: -0.46341 hartree^-1
LAPW Ritz values 1-4 (hartree): [-0.82564 -0.20312  1.74517 12.00494]
Ghost: -0.82564 hartree = -22.467 eV
Ghost above core level: 1.34869 hartree
Ghost below valence bottom: 0.62111 hartree
Ghost core weight: 0.8124, minimum: 0.3153
Core projected out, 1-3 (hartree): [-0.20452  1.31224  6.2302 ]
With local orbital, 1-4 (hartree): [-2.17432 -0.20452  1.31243  6.23501]
Local orbital error, core: 2.55e-06 hartree
Local orbital error, valence: 8.63e-06 hartree
Shifts for E_l from -0.6 to -0.4 hartree:
  ghost: 0.69041 hartree
  core with local orbital: 1.44e-06 hartree
  valence with local orbital: -2.47e-05 hartree
Faulty discontinuous trial: -3.00000 hartree
Basis size N, Ritz values 1, 2 (hartree):
   4  -0.52153  -0.20150
   6  -0.76017  -0.20292
   8  -0.82564  -0.20312
  10  -0.85258  -0.20320
E_l, Ritz 1, 2, 3, floor for Ritz 1 (hartree); p:
  -2.0  -2.17427  -0.02385   2.82936  -2.17431; 1.0000
  -1.5  -2.15466  -0.12392   2.34553  -2.17131; 0.9985
  -1.0  -1.91173  -0.18415   1.96542  -2.13822; 0.9817
  -0.5  -0.82564  -0.20312   1.74517  -1.99263; 0.9078
  -0.2  -0.20453   0.37650   1.78764  -1.80388; 0.8119
   0.2  -0.20558   1.23160   2.94293  -1.43280; 0.6236
Top edge, Ritz 1-3 (hartree): [-0.8339   0.22037  5.96433]
Ghost top minus bottom: -0.00826 hartree
Exact core width: 0.01731 hartree
Exact valence width: 0.38752 hartree
ALL CHECKS PASSED
```
